# Berg Balances for Reactive Sputtering and the Critical Pumping Speed

## 1. Result

A metal target is sputtered in argon to which a reactive gas is fed at a fixed flow. The metal surfaces getter the gas, and a pump of speed $S$ removes the rest. Let $G(p)$ be the steady uptake by all surfaces, in molecules per second, at reactive-gas pressure $p$. In the Berg model the critical speed is

$$S_c=\max_p\left(-kT\,\frac{dG}{dp}\right).\qquad(1)$$

For $S\ge S_c$ and $S>0$ there is one steady state at every flow, and every initial condition leads to it, so hysteresis between steady states is absent. For $S<S_c$, with $S_c>0$, some flows have at least two stable states, and the state reached depends on the history. If the uptake never falls, its slope only tends to zero at infinite pressure; the maximum is then not attained and is read as its upper limit, $S_c=0$. The factor $kT$ converts molecules per second per unit pressure into a volume rate, so that slope and pumping speed can be compared.

If gas sticks to metal but not to compound, on target and collector alike, $S_c$ is positive if and only if the compound sputters more slowly than the metal and the collector getters gas. At fixed yields, and with no gas implanted by the ions, it does not depend on the ion current.

## 2. Assumptions and symbols

The target has area $A_t$ and uniform ion current density $J$. The collecting surfaces (substrate and walls) have area $A_c$ and receive the sputtered material uniformly. A fraction $\theta_t$ of the target surface and a fraction $\theta_c$ of the collector surface is compound; the rest is metal.

An ion removes on average $Y_m$ metal atoms from metal, or $Y_c$ compound units from compound. One compound unit contains one metal atom and binds $\nu$ gas molecules. For TiN formed from N$_2$, $\nu=1/2$. Gas sticks to metal with probabilities $\alpha_t$ and $\alpha_c$, and does not stick to compound.

The gas, of molecular mass $m$, has uniform pressure and temperature. Its flux onto a surface is

$$F=\frac{p}{\sqrt{2\pi mkT}}=\frac{p\,w}{kT},\qquad w=\sqrt{\frac{kT}{2\pi m}}.\qquad(2)$$

Only one surface layer reacts, no sputtered material returns to the target, and $J$, the yields and $S$ are constant. The magnetic field of a magnetron enters solely through $J$.

## 3. The three balances

**Target.** Let $n_s$ be the number of surface sites per area. Molecules are bound at the rate $\alpha_tF(1-\theta_t)$ per area, and each forms $1/\nu$ compound units. Sputtering a compound unit exposes metal below it; sputtering metal exposes more metal. Hence

$$n_s\dot\theta_t=\frac{\alpha_tF(1-\theta_t)}{\nu}-\frac Je\,Y_c\theta_t.\qquad(3)$$

**Collector.** Besides gas, the collector receives compound units and metal atoms. A compound unit landing on metal turns that site into compound. A metal atom landing on compound covers it with metal. Landing on a like surface buries a site but leaves $\theta_c$ unchanged. The factor $A_t/A_c$ spreads the sputtered flux over the collector:

$$n_s\dot\theta_c=\frac{\alpha_cF(1-\theta_c)}{\nu}+\frac{A_t}{A_c}\frac Je\left[Y_c\theta_t(1-\theta_c)-Y_m(1-\theta_t)\theta_c\right].\qquad(4)$$

**Gas.** For a chamber of volume $V$ and an inlet flow $Q$ in molecules per second,

$$\frac{V}{kT}\,\dot p=Q-\frac{Sp}{kT}-\alpha_tF(1-\theta_t)A_t-\alpha_cF(1-\theta_c)A_c.\qquad(5)$$

In a steady state the last two terms add up to $G(p)$, so

$$Q(p)=\frac{Sp}{kT}+G(p).\qquad(6)$$

## 4. The uptake is the gas buried in the film

Write $\Phi=JA_t/e$ for the number of ions per second. The steady forms of (3), times $\nu A_t$, and (4), times $\nu A_c$, give the two uptakes:

$$\alpha_tF(1-\theta_t)A_t=\nu\Phi Y_c\theta_t,$$

$$\alpha_cF(1-\theta_c)A_c=\nu\Phi\left[Y_m(1-\theta_t)\theta_c-Y_c\theta_t(1-\theta_c)\right].$$

In the sum, $Y_c\theta_t-Y_c\theta_t(1-\theta_c)=Y_c\theta_t\theta_c$. Therefore

$$G=\nu\,\theta_c\,\Phi\left[Y_m(1-\theta_t)+Y_c\theta_t\right].\qquad(7)$$

The bracket times $\Phi$ is the rate at which metal atoms, free or bound, reach the film. A fraction $\theta_c$ of them is buried as compound, each with $\nu$ molecules. For $Y_c<Y_m$, raising the pressure thus acts on $G$ in two opposite ways: it enriches the film in gas, but it also poisons the target and so lowers the metal supply.

## 5. Closed form

Define

$$a=\frac{e\,\alpha_tF}{\nu JY_c},\qquad r=\frac{Y_c}{Y_m},\qquad \kappa=\frac{\alpha_cA_c}{\alpha_tA_t}.\qquad(8)$$

The variable $a$ is proportional to $p$. Dividing the steady target balance by $JY_c/e$ gives $a(1-\theta_t)=\theta_t$, so

$$\theta_t=\frac{a}{1+a},\qquad 1-\theta_t=\frac1{1+a}.\qquad(9)$$

At $a=1$ half the target is compound.

For the collector, (8) gives $\alpha_cFA_c/\nu=\kappa\,\alpha_tFA_t/\nu=\kappa a\,\Phi Y_c=\Phi Y_m\,r\kappa a$. Divide the steady form of (4), times $A_c$, by $\Phi Y_m$ and insert (9):

$$(1-\theta_c)\left[r\kappa a+\frac{ra}{1+a}\right]=\frac{\theta_c}{1+a}.$$

Multiplication by $1+a$ yields

$$\theta_c=\frac{N}{1+N},\qquad N=ra(1+\kappa+\kappa a).\qquad(10)$$

The metal supply in (7) is $\Phi Y_m(1+ra)/(1+a)$. Hence

$$G=\nu\Phi Y_m\,g(a),\qquad g(a)=\frac{N}{1+N}\,\frac{1+ra}{1+a}.\qquad(11)$$

To check the surface balances and the uptake, 300 target sites and 300 film sites were followed through random single hits at $a=1$, $r=0.2$, $\kappa=20$. This gave $\theta_t=0.502$, $\theta_c=0.891$ and $g=0.536$; the formulas give 0.500, 0.891 and 0.535. The compound fraction buried in the simulated film was 0.890, in agreement with (7).

## 6. When does the uptake fall?

The derivatives of the two factors in (11) are

$$\frac{d}{da}\frac{N}{1+N}=\frac{N'}{(1+N)^2},\qquad \frac{d}{da}\frac{1+ra}{1+a}=-\frac{1-r}{(1+a)^2},$$

with $N'=r(1+\kappa+2\kappa a)$. The product rule gives

$$g'=\frac{N'(1+ra)}{(1+N)^2(1+a)}-\frac{N(1-r)}{(1+N)(1+a)^2}.\qquad(12)$$

The first term is the enrichment of the film; the second is the poisoning of the target.

If $r\ge1$, the second term is not negative in its effect: both contributions to $g'$ are non-negative, the first strictly positive. The uptake rises throughout and there is no hysteresis at any pumping speed.

If $r<1$ and $\kappa>0$, then $N$ grows as $a^2$ at large $a$, so $N/(1+N)=1+O(a^{-2})$. Also $(1+ra)/(1+a)=r+(1-r)/(1+a)$. Thus

$$g=r+\frac{1-r}{a}+O(a^{-2}).$$

The uptake approaches its limit $r$ from above and must fall somewhere. If $\kappa=0$, then $N=ra$ and $g=ra/(1+a)$, which rises for every $r$. The falling part therefore needs both a lower compound yield and a gettering collector.

## 7. The critical speed

From (2) and (8), $da/dp=e\alpha_tw/(\nu JY_c\,kT)$. With $\Phi=JA_t/e$,

$$kT\frac{dG}{dp}=kT\,\nu\frac{JA_t}{e}Y_m\,g'\,\frac{e\alpha_tw}{\nu JY_c\,kT}=\frac{\alpha_tA_tw}{r}\,g'(a).$$

The current, the charge and $\nu$ cancel. For $r<1$ and $\kappa>0$,

$$S_c=\frac{\alpha_tA_tw}{r}\,\max_a\left[-g'(a)\right].\qquad(13)$$

A larger current with unchanged yields moves the falling part to higher pressure and higher uptake in the same proportion, which leaves its slope unchanged.

**Clean limit.** At $a=0$, $g'=r(1+\kappa)$ and the slope becomes $(\alpha_tA_t+\alpha_cA_c)w$. This is the getter speed of entirely metallic surfaces, as it should be.

**Large-collector limit.** In (12) the first term is positive, and $N/(1+N)$ and $(1+a)^{-2}$ are below one for $a>0$. So $-g'<1-r$ and

$$S_c<\alpha_tA_tw\left(\frac1r-1\right).\qquad(14)$$

For fixed $a>0$ and $\kappa\to\infty$, the first term vanishes as $1/\kappa$ and $-g'\to(1-r)/(1+a)^2$. Taking $a$ small afterwards shows that the bound is approached. Within the model, a pump faster than the right side of (14) removes hysteresis whatever the collector area.

## 8. Number of steady states

By (6), $kT\,dQ/dp=S+kT\,dG/dp$. If $S\ge S_c$, this is nowhere negative. It can vanish at isolated points only, because $g'$ is a non-constant rational function. So for $S>0$, $Q(p)$ increases strictly from 0 to infinity and takes each value once.

If $S<S_c$, there are pressures $p_1<p_2$ with $Q(p_1)>Q(p_2)$. Choose a flow between these two values that is not the value of $Q$ at a stationary point; there are finitely many such points. The curve crosses this flow upward below $p_1$, downward between $p_1$ and $p_2$, and upward above $p_2$. There are at least three steady states.

## 9. Which states are stable?

Let $M_{ij}$ be the derivative of the rate of variable $i$ with respect to variable $j$, with the labels $t,c,p$ for $\theta_t,\theta_c,p$. Equations (3) to (5) show that every off-diagonal $M_{ij}$ is non-negative: more gas makes more compound, a more poisoned target makes a more compound-rich film, and more compound leaves more gas. In particular $M_{tc}=0$ and

$$M_{ct}=\frac{A_tJ}{A_cen_s}\left[Y_c(1-\theta_c)+Y_m\theta_c\right]>0.$$

The diagonal entries are negative; call them $-D_t,-D_c,-D_p$.

Adding a large multiple of the unit matrix makes all entries non-negative. By the Perron–Frobenius theorem the largest modulus of the eigenvalues is then itself an eigenvalue. Subtracting the multiple again shows that the eigenvalue of $M$ with the largest real part is real. It is enough to look for real $\lambda\ge0$.

For an eigenvector $(u,v,1)$ the first two rows give

$$u=\frac{M_{tp}}{\lambda+D_t},\qquad v=\frac{M_{ct}u+M_{cp}}{\lambda+D_c}.$$

(A zero pressure component would force $u=v=0$.) The third row requires

$$h(\lambda)\equiv\lambda+D_p-M_{pt}u-M_{pc}v=0.$$

Since $u$ and $v$ do not increase with $\lambda$, $h$ increases strictly. At $\lambda=0$, $u$ and $v$ are the changes of the steady coverages per change of pressure. So $h(0)$ is minus the derivative of $\dot p$ with the coverages following the pressure:

$$h(0)=\frac{kT}{V}\frac{dQ}{dp}.\qquad(15)$$

If $dQ/dp>0$, no root $\lambda\ge0$ exists and the state is stable. If $dQ/dp<0$, there is a positive root and it is unstable. In 400 randomly chosen steady states, the largest eigenvalue had the sign required by (15) each time: 263 were stable and 137 unstable.

## 10. Why uniqueness removes hysteresis

Uniqueness alone would not exclude lasting oscillations. The signs of $M$ do. The difference $\delta$ of two solutions obeys $\dot\delta=B(t)\delta$, where $B$ is $M$ averaged along the straight line between them. Its off-diagonal entries are non-negative. Writing $\delta=e^{-bt}\eta$ with $b$ large gives $\dot\eta=(B+b)\eta$ with a non-negative matrix, so a non-negative difference stays non-negative. Solutions keep their order, component by component.

At the clean start $(0,0,0)$ no rate is negative. The vector of rates itself obeys a linear equation with matrix $M$, so it stays non-negative. The solution rises, cannot pass any steady state, and converges to the lowest one. From $(1,1,P)$ with $P\ge QkT/S$, no rate is positive, and by the same argument the solution falls to the highest steady state. With $P$ large enough, any other solution lies between these two. If there is one steady state, all solutions are squeezed onto it.

The steady coverages rise with $p$, so steady states are ordered by pressure. A slow increase of flow from zero follows the lowest state until it ends at a fold, where $dQ/dp=0$, and then jumps. A slow decrease from high flow follows the highest state. For $S<S_c$ these paths differ.

## 11. Example: titanium nitride

The parameters are rough typical ones for a titanium magnetron target in argon and nitrogen: $A_t=100$ cm², $A_c=2000$ cm², ion current 2.0 A, $\alpha_t=\alpha_c=0.5$, $Y_m=0.5$, $Y_c=0.1$, and gas at 300 K. Then $r=0.20$, $\kappa=20$ and $w=11.90$ L/s per cm². The pressure at $a=1$ is 0.0326 mTorr, and $g=1$ corresponds to 6.969 sccm.

The steepest fall lies at $a=1.166$. There $N=0.2\times1.166\times(21+23.3)=10.3$ and $N'=0.2\times(21+46.6)=13.5$. The two terms of (12) are 0.060 and 0.155, so $-g'=0.0955$ and

$$S_c=\frac{0.5\times100}{0.20}\times11.90\times0.0955\approx284\ \text{L/s}=0.284\ \text{m}^3/\text{s}.$$

Finite differences of the uptake from the separate balances also give 284 L/s, at this current and at three times it. The bound (14) is 2381 L/s, far above $S_c$. The bound is approached only if the steepest fall lies at $a\ll1$. Here it lies at $a=1.166$, where the factors $(1+a)^{-2}=0.21$ and $N/(1+N)=0.91$ have already reduced the poisoning term from 0.8 to 0.155, and enrichment offsets 0.060 of that.

Time integration from the clean and the poisoned start confirms the threshold. At $0.95S_c$ and 4.355 sccm the two runs end at $a=0.854$ and $a=1.634$. At $1.05S_c$ and 4.433 sccm both end at $a=1.166$.

**Pump at 100 L/s.** The folds lie at $a=0.680$ and 3.673. At the first, $N=4.71$ and $g=0.825\times1.136/1.680=0.558$, so the surfaces take $0.558\times6.969=3.89$ sccm. The fold flow is 4.05 sccm; the remaining 0.16 sccm is pumped away. The lower fold flow is 3.41 sccm. Slow sweeps jump at 4.04 and 3.42 sccm, which agrees within their step of 0.024 sccm.

In the middle of this window, at 3.73 sccm, the model has three states. The rate is the metal flux to the film relative to that from a clean target.

| State | $p$ (mTorr) | $\theta_t$ | $\theta_c$ | Rate |
|---|---|---|---|---|
| metallic | 0.011 | 0.26 | 0.66 | 0.79 |
| unstable | 0.051 | 0.61 | 0.94 | 0.51 |
| poisoned | 0.230 | 0.88 | 1.00 | 0.30 |

The unstable state combines a film close to full nitride with a higher rate than the poisoned state. Since $S$ does not enter the surface balances, the same surfaces exist at the same pressure with a faster pump. For $S>S_c$ they are stable, at the price of a larger gas flow.

**Pump at 500 L/s.** At the same 3.73 sccm the one state has $p=0.009$ mTorr and $\theta_c=0.59$: the pump now removes 0.32 sccm, against 0.08 sccm in the metallic state at 100 L/s, so the film contains less nitrogen than there. The unstable and poisoned states at 100 L/s lose more gas to the pump (0.37 and 1.65 sccm) and still give richer films, because by (7) their uptake is shared among fewer metal atoms. Slow upward and downward sweeps from 0.5 to 8 sccm coincide. A sweep of finite rate still lags, most strongly near $S_c$. For a 30 L chamber and $10^{15}$ sites per cm², the slowest relaxation time at the steepest fall is 0.7 s at 500 L/s but about 10 s at $1.05S_c$. There a ramp of ±30% around that flow leaves up and down pressures differing by a factor of up to 2.4 when each leg takes 60 s, and 1.6 when it takes 600 s.

## 12. How far the number can be trusted

The nitrogen sticking probability and the yields are rough inputs. At fixed $r$ and $\kappa$, that is when both sticking probabilities change together, $S_c$ is proportional to $\alpha_t$. Halving $\alpha_t$ alone multiplies it by 0.75, and halving $\alpha_c$ alone by 0.62. The yield ratio and the collector area matter more than any entry in the table below: (13) gives 462, 188 and 83 L/s for $r=0.1$, 0.3 and 0.5, and 176 and 428 L/s for $A_c=1000$ and 4000 cm². The table changes one neglected effect at a time, with the other settings fixed and an argon pressure of 4 mTorr.

| Change to the model | $S_c$ (L/s) |
|---|---|
| none | 284 |
| nitrogen ions implanted in the target | 300 |
| 10% of sputtered material returns evenly to the eroding target | 284 |
| electron yield 0.10 on metal, 0.05 on nitride | 266 |
| half the target at $1.5J$, half at $0.5J$ | 251 |
| all gas at 450 K | 348 |

The implantation estimate gives nitrogen the same share among the ions as in the gas, and counts it only where the ion hits metal. If it is also retained under compound, $S_c$ rises to about 400 L/s. The implanted flux grows with $J$, so $S_c$ then depends on the current: counted on metal only, it is 324 L/s at three times the current. Even return of a fraction $f$ does not change $S_c$. Compound buried on an eroding target is uncovered again, so the target's net nitrogen loss and the flux to the collector are both those of a current $(1-f)J$, and (13) does not contain $J$. A one-layer balance that buries compound for good gives 275 L/s, but it loses nitrogen into the target. Material that lands outside the erosion track acts instead as extra collector. The third change holds the discharge current, rather than the ion current, constant, and keeps the sputter yields fixed. In a real discharge the voltage shifts as the target poisons; if the yields rise or fall by 10% between clean and fully poisoned target, the value becomes 232 or 309 L/s. The uneven target is a crude picture of the erosion track that the magnetic field produces; a real track can be more uneven. A ring-shaped Gaussian track with a peak of $3.3J$ gives about 190 L/s, and one with a peak of $6.6J$ about 130 L/s. The last row heats the gas at the pump inlet as well. If the pressure is uniform and the inlet stays at 300 K, $S_c$ falls instead: to 264 L/s with gas at 450 K near the target only, and to 232 L/s with gas at 450 K at target and collector.

The assumption of uniform pressure is also doubtful here. At the steepest fall the collector getters at 1050 L/s, while diffusion through argon over 10 cm and a cross-section of 500 cm² conducts roughly 1700 L/s. If all this gas had to cross that distance, the pressure drop would be about 0.6 of the pressure at the collector. The transport mean free path is about 2 cm, not small against 10 cm, so this continuum value is too high; a random-walk estimate gives about 1400 L/s and a drop of 0.75. A crude model with two zones joined by the continuum conductance gives about 175 L/s if inlet and pump are on the target side and about 300 L/s if both are on the collector side. For a real chamber, 284 L/s is therefore an estimate of scale, and $S$ must be the speed delivered at the chamber, after losses in valves and ducts. The numerical output lists the remaining values.

## Calculated quantities

```
Target, collector area: 100, 2000 cm2
Ion current: 2.0 A; gas 300 K
Sticking target, collector: 0.5, 0.5
Yields metal, compound: 0.5, 0.1 per ion
Molecules per compound unit nu: 0.5
Volume 30 L; sites 1.0e+15 per cm2
Yield ratio r = 0.20; kappa = 20.0
sqrt(kT/2 pi m) = 11.90 L/s per cm2
Pressure at a=1: 0.0326 mTorr
Uptake unit (g=1): 6.969 sccm
a=1 balances: theta_t 0.500, theta_c 0.891, g 0.535
a=1 site run: theta_t 0.502, theta_c 0.891, g 0.536
a=1 site run: buried compound fraction 0.890
Steepest fall: a = 1.166, max(-g') = 0.0955
  there p = 0.0380 mTorr, uptake 3.618 sccm
  there theta_t = 0.538, theta_c = 0.912
Critical speed, formula: 284.3 L/s = 0.2843 m3/s
Critical speed, finite differences: 284.3 L/s
Same at three times the current: 284.3 L/s
Upper bound for any collector: 2381 L/s
Stability samples: 263 stable, 137 unstable
0.95 S_c, flow 4.3547 sccm: clean start a=0.854, poisoned a=1.634
1.05 S_c, flow 4.4329 sccm: clean start a=1.166, poisoned a=1.166
Low speed 100 L/s: folds at a = 0.680, 3.673
  fold flows: up 4.046, down 3.410 sccm
  sweep jumps: up 4.044, down 3.418 sccm (step 0.024)
  states at 3.728 sccm (rate = metal flux / clean value):
   metallic: p 0.0113 mTorr, theta_t 0.257, theta_c 0.659, rate 0.794
   unstable: p 0.0510 mTorr, theta_t 0.610, theta_c 0.943, rate 0.512
   poisoned: p 0.2296 mTorr, theta_t 0.876, theta_c 0.996, rate 0.299
High speed 500 L/s, same flow: p 0.0089 mTorr, theta_t 0.214, theta_c 0.590
  largest relative up/down sweep gap: 6e-15
Neglected effects (argon 4 mTorr), S_c becomes:
  N2 ions implanted, 0.163 of sticking: 300 L/s
  10 percent redeposition on target: 275 L/s
  electron yield 0.10 metal, 0.05 nitride: 266 L/s
  these three together: 275 L/s
  half target at 1.5 J, half at 0.5 J: 251 L/s
  gas at 450 K: 348 L/s
Collector getter speed at steepest fall: 1050 L/s
Diffusive conductance (500 cm2, 10 cm, diameter 0.36 nm): 1745 L/s
  getter speed / conductance: 0.60
```
